# Thermal phase of a lumped transducer on a half-space

## Problem

A metal film covers a thick substrate. A modulated laser heats the film, and a second beam reads the film temperature through its reflectance. The modulated part of the absorbed flux is the real part of \(F e^{i\omega t}\), with \(F>0\), and the periodic part of the film temperature is the real part of \(T e^{i\omega t}\). The thermal phase is \(\varphi=\arg(T/F)\), so a negative phase is a lag. Instrument phase has been removed, as have the 180 degrees that a negative thermoreflectance coefficient adds.

The film has areal heat capacity \(C\) and a uniform temperature. The substrate has conductivity \(k\), volumetric heat capacity \(c\) and effusivity \(e=\sqrt{kc}\). Contact is perfect, properties are constant, Fourier's law holds, and no heat leaves the surface. The steady part of the absorbed flux, which is at least \(F\), raises the mean temperature; this rise is assumed too small to change the properties. The heated spot is much wider than the thermal lengths in film and substrate, so the periodic heat flow is one-dimensional. The modulation has lasted long enough for the response to be periodic.

(a) At which angular frequencies is \(\varphi=-67.5^\circ\)?

(b) How accurately does a phase reading there determine \(e\)?

(c) What changes if the interface has a thermal resistance, or if the film conducts heat at a finite rate?

Use these round model parameters, in SI units: film thickness \(h=100\) nm, film conductivity \(k_f=100\) W m⁻¹ K⁻¹, \(k=1.6\) W m⁻¹ K⁻¹, heat capacity \(2.5\) MJ m⁻³ K⁻¹ for both film (\(c_f\)) and substrate (\(c\)), and \(F=10\) MW m⁻². For (c), take an interface conductance of 100 MW m⁻² K⁻¹.

The value of \(F\) is chosen for round numbers, not as a recommended setting. A steady flux of this size over a spot of radius \(r=20\) µm would raise the mean temperature by an amount of order \(Fr/k\sim10^2\) K, enough to change the properties of many materials. In the linear model the phase does not depend on \(F\) and the temperature amplitude is proportional to it, so a measurement can use a weaker beam.

## First estimate by scaling

The absorbed heat either stays in the film or enters the substrate. Storage takes a flux of size \(\omega C|T|\). In one cycle heat penetrates the substrate to a depth of order

\[
L=\sqrt{\frac{k}{c\,\omega}},
\]

so the substrate takes a flux of order \(k|T|/L=e\sqrt{\omega}\,|T|\).

At low frequency the substrate term dominates and \(|T|\propto\omega^{-1/2}\). At high frequency storage dominates and \(|T|\propto\omega^{-1}\). A time derivative becomes a factor \(i\omega\), so frequency enters the response as \(i\omega\). The two power laws are therefore \((i\omega)^{-1/2}\) and \((i\omega)^{-1}\), with phases \(-45^\circ\) and \(-90^\circ\).

The requested phase lies midway between these limits, which suggests the crossover, where the two fluxes are comparable:

\[
\omega C\sim e\sqrt{\omega}
\quad\Longrightarrow\quad
\omega\sim\frac{e^2}{C^2}.
\]

For the given parameters,

\[
C=(2.5\times10^6)(10^{-7})=0.25\ \mathrm{J\,m^{-2}\,K^{-1}},
\]

\[
e=\sqrt{(1.6)(2.5\times10^6)}=2000\ \mathrm{W\,s^{1/2}\,m^{-2}\,K^{-1}}.
\]

The estimate is \(\omega\sim(2000/0.25)^2=6.4\times10^7\) rad s⁻¹. Scaling leaves a numerical factor undetermined. It also gives a rough amplitude, \(F/(\omega C)=10^7/(1.6\times10^7)\approx0.63\) K.

## Exact solution

### The response

Let the substrate temperature be the real part of \(\theta(z)e^{i\omega t}\), with \(z\) measured downward from the interface. The heat equation becomes

\[
k\theta''=i\omega c\,\theta .
\]

Its solutions are \(e^{\pm qz}\), with

\[
q=\sqrt{\frac{i\omega c}{k}}=\frac{1+i}{\sqrt2}\sqrt{\frac{\omega c}{k}} .
\]

Since \(\operatorname{Re}q>0\), decay at depth selects \(\theta=Te^{-qz}\). The flux entering the substrate is

\[
-k\theta'(0)=kqT=e\sqrt{i\omega}\,T .
\]

The film stores whatever does not enter the substrate:

\[
i\omega C\,T=F-e\sqrt{i\omega}\,T
\quad\Longrightarrow\quad
\frac{F}{T}=i\omega C+e\sqrt{i\omega}.
\]

Define \(x=C\sqrt{\omega}/e\) and use \(\sqrt i=(1+i)/\sqrt2\):

\[
\frac{F}{T}=e\sqrt{\omega}\left[\frac1{\sqrt2}+i\left(\frac1{\sqrt2}+x\right)\right].
\]

The real part is positive, so the principal arctangent gives the argument. Inverting \(F/T\) reverses its sign:

\[
\varphi=-\arctan\left(1+\sqrt2\,x\right).
\]

### Answer to (a)

As \(\omega\) rises from zero, \(x\) rises and \(\varphi\) falls strictly from \(-45^\circ\) towards \(-90^\circ\). Each value between these limits therefore occurs once. The half-angle formula gives

\[
\tan67.5^\circ=\frac{1-\cos135^\circ}{\sin135^\circ}
=\frac{1+1/\sqrt2}{1/\sqrt2}=1+\sqrt2 .
\]

Hence \(x=1\), and the single frequency is

\[
\omega_0=\frac{e^2}{C^2}.
\]

Numerically, \(\omega_0=6.4\times10^7\) rad s⁻¹, or 10.2 MHz. The period is 98.2 ns, so the lag is \((67.5/360)(98.2\ \mathrm{ns})=18.4\) ns.

With the convention \(e^{-i\omega t}\) the phase would be \(+67.5^\circ\), but the temperature would still lag the flux by the same time.

### Answer to (b)

Solving the phase formula for the effusivity gives

\[
e=\frac{\sqrt2\,C\sqrt\omega}{\tan|\varphi|-1}.
\]

A relative error in \(C\) passes unchanged into \(e\). For a phase error, differentiate:

\[
\frac{d\varphi}{d\ln x}
=-\frac{\sqrt2\,x}{1+(1+\sqrt2\,x)^2}
=-\frac{\sqrt2\,x}{2+2\sqrt2\,x+2x^2}
=-\frac{1}{2+\sqrt2\,(x+1/x)} .
\]

The sum \(x+1/x\) is smallest at \(x=1\), so the phase is most sensitive to \(e\) at \(\omega_0\). There the derivative is \(-1/(2+2\sqrt2)=-(\sqrt2-1)/2\). Since \(\ln x=\ln C+\tfrac12\ln\omega-\ln e\),

\[
\frac{d\varphi}{d\ln e}=\frac{\sqrt2-1}{2}\ \text{rad}=11.87^\circ,
\qquad
\frac{d\varphi}{d\ln\omega}=-\frac{\sqrt2-1}{4}\ \text{rad}=-5.93^\circ .
\]

A phase error of \(0.5^\circ\) thus changes the inferred \(e\) by about \(0.5/11.87=4.2\,\%\). The full inversion gives \(+4.3\,\%\) for a reading of \(-67.0^\circ\) and \(-4.1\,\%\) for \(-68.0^\circ\), relative to the true \(e\).

## Comparison of the estimate with the solution

The undetermined factor in the frequency estimate is 1. The reason is a symmetry between \(x\) and \(1/x\). With \(s=e^{i\pi/4}\), the argument of \(F/T\) is that of \(ix+s\), and

\[
(ix+s)\left(\frac ix+s\right)
=-1+s^2+is\left(x+\frac1x\right)
=e^{i3\pi/4}\left(\sqrt2+x+\frac1x\right),
\]

because \(s^2=i\), \(-1+i=\sqrt2\,e^{i3\pi/4}\) and \(is=e^{i3\pi/4}\). Both factors on the left have arguments between \(45^\circ\) and \(90^\circ\), so these arguments add up to \(135^\circ\) with no extra turn:

\[
\varphi(x)+\varphi(1/x)=-135^\circ .
\]

On a logarithmic frequency axis the phase curve is antisymmetric about its midpoint, which must lie at \(x=1\). The values show this, and also how slowly the limits are approached:

| \(\omega/\omega_0\) | \(\varphi\) |
|---|---|
| 0.01 | −48.78° |
| 0.1 | −55.36° |
| 1 | −67.50° |
| 10 | −79.64° |
| 100 | −86.22° |

The table holds for a film of uniform temperature. In a film of finite conductivity the temperature is no longer uniform at high frequency. The phase at the heated face then turns back towards \(-45^\circ\), because the film itself acts as a thick solid. For the given \(k_f\) it is \(-75.4^\circ\) at \(10\,\omega_0\) and \(-59.4^\circ\) at \(100\,\omega_0\), and it passes \(-67.5^\circ\) twice, near \(1.16\,\omega_0\) and \(56\,\omega_0\). The single crossing of (a) belongs to the uniform film.

The amplitude estimate is too high because it assigns the whole absorbed flux to storage. At \(\omega_0\) the storage and substrate fluxes have equal magnitudes and lead \(T\) by \(90^\circ\) and \(45^\circ\), respectively. Their sum bisects that angle:

\[
i+s=e^{i3\pi/8}\left(e^{i\pi/8}+e^{-i\pi/8}\right)=2\cos(\pi/8)\,e^{i3\pi/8}.
\]

Each flux therefore has magnitude \(F/(2\cos22.5^\circ)=0.541\,F\). The magnitudes add to more than \(F\), although the instantaneous fluxes add to the absorbed flux. The amplitude is \(0.541\times0.625=0.338\) K, about half the estimate.

The penetration length also acquires a definite meaning. At \(\omega_0\), \(cL=c\sqrt{k/(c\omega_0)}=e/\sqrt{\omega_0}=C\): a substrate layer of thickness \(L\) has the heat capacity of the film. Here \(L=100\) nm, equal to \(h\) because the two volumetric heat capacities were chosen equal.

## Answer to (c): when the assumptions fail

### Interface resistance

Let the interface have resistance \(R\). A flux \(J\) produces a temperature drop \(RJ\) across it and a substrate surface temperature \(J/(e\sqrt{i\omega})\). The film temperature is the sum of the two, so

\[
\frac JT=\frac{1}{R+1/(e\sqrt{i\omega})}
=e\sqrt\omega\,\frac{s}{1+\rho s},\qquad \rho=Re\sqrt\omega .
\]

Multiply numerator and denominator by \(1+\rho s^*\), and write \(D=|1+\rho s|^2=1+\sqrt2\rho+\rho^2\). Adding the storage term gives

\[
\frac FT=e\sqrt\omega\left[ix+\frac{s+\rho}{D}\right],
\qquad
\tan|\varphi|=\frac{xD+1/\sqrt2}{1/\sqrt2+\rho}.
\]

Subtract the perfect-contact value \(1+\sqrt2x\). Over the common denominator, the terms \(x\), \(1/\sqrt2\) and \(\sqrt2x\rho\) cancel, leaving

\[
\tan|\varphi|-(1+\sqrt2\,x)=\frac{\rho\,(x\rho-1)}{1/\sqrt2+\rho},
\qquad x\rho=\omega RC .
\]

The resistance reduces the lag when \(\omega RC<1\) and increases it when \(\omega RC>1\). At \(\omega RC=1\) it leaves the phase unchanged.

At \(\omega_0\), where \(x=1\), the given interface has \(\rho=1.6\times10^7/10^8=0.16\). Then \(\tan|\varphi|=2.259\) and \(\varphi=-66.1^\circ\). Inverting this phase as if contact were perfect gives

\[
e\approx\frac{\sqrt2\,(2000)}{2.259-1}\approx2246\ \mathrm{W\,s^{1/2}\,m^{-2}\,K^{-1}},
\]

which is 12 % above the true value. A poorer interface, with conductance 16 MW m⁻² K⁻¹, has \(\rho=1\) and restores \(-67.5^\circ\). A single reading of \(-67.5^\circ\) is therefore no evidence of perfect contact.

Readings at other frequencies need not reveal the resistance. When \(x\) and \(\rho\) are both small, expanding \(J/T\) in \(R\) gives

\[
\frac FT\approx e\sqrt{i\omega}+i\omega\,(C-Re^2).
\]

The resistance then acts like a reduction of the film's heat capacity. For \(Re^2<C\), the perfect-contact inversion returns, to this order, \(e/(1-Re^2/C)\), which does not depend on frequency. For the given interface this is 2381 W s\(^{1/2}\) m⁻² K⁻¹, or 19 % too high. Agreement among low-frequency readings is therefore no evidence of perfect contact either. This plateau requires one-dimensional heat flow, which fails at low frequency for a finite spot. For Gaussian heating and probe beams of \(1/e^2\) radius 20 µm on the given film and interface, sideways spreading reduces the lag by \(0.2^\circ\) at \(\omega_0\), \(0.8^\circ\) at \(0.1\,\omega_0\) and \(2.5^\circ\) at \(0.01\,\omega_0\).

In the lumped model, large \(\rho\) and \(x\rho\) give \(\tan|\varphi|\approx x\rho=\omega RC\), and the inversion returns \(\sqrt2/(R\sqrt\omega)\), which does drift with frequency. For the given interface \(\rho\) reaches 1 only near \(39\,\omega_0\), where this limit is still a factor of two off. The drift starts earlier: the inversion returns 2344 at \(0.1\,\omega_0\), 2246 at \(\omega_0\) and the true 2000 at \(\omega RC=1\), that is at \(6.25\,\omega_0\). Heat conduction within the film, treated next, drifts the other way. With both effects present the lumped inversion returns 2407, 2378 and 2407 at \(0.1\), \(1\) and \(3\,\omega_0\), so it does not reveal the resistance here. A perfect-contact model that includes film conduction, fitted from \(0.1\) to \(10\,\omega_0\), misses the phase by up to \(1.8^\circ\), so a frequency sweep analysed with the fuller model can reveal it.

### Finite film conductivity

Suppose the film is heated and probed at its front face, with perfect contact below. Let \(y\) be the depth in the film, \(p=\sqrt{i\omega c_f/k_f}\) and \(Y=e\sqrt{i\omega}\). If the back face has temperature \(\theta_b\), it passes flux \(Y\theta_b\), so

\[
\theta(y)=\theta_b\left[\cosh p(h-y)+\frac{Y}{k_fp}\sinh p(h-y)\right].
\]

Taking \(T=\theta(0)\) and \(F=-k_f\theta'(0)\) gives

\[
\frac TF=\frac{\cosh ph+(Y/k_fp)\sinh ph}{k_fp\sinh ph+Y\cosh ph}.
\]

When \(|ph|\ll1\) and \(|Y|h/k_f\ll1\), the numerator tends to 1. The denominator tends to \(k_fp^2h+Y=i\omega C+Y\), which is the lumped result.

To find the first correction, set \(a=i\omega C\) and \(\varepsilon=h/k_f\), so that \((ph)^2=a\varepsilon\). To first order in \(\varepsilon\), the numerator is \(1+\varepsilon(a/2+Y)\) and the denominator is \(a+Y+\varepsilon(a^2/6+aY/2)\). Dividing,

\[
\frac TF\approx\frac1{a+Y}\left[1+\varepsilon\,\frac{a^2/3+aY+Y^2}{a+Y}\right].
\]

At \(\omega_0\), \(a=i\omega_0C\) and \(Y=s\,\omega_0C\). The bracket becomes

\[
1+\varepsilon\omega_0C\,\frac{-1/3+is+i}{i+s}
\approx1+0.016\,(0.64+0.87i).
\]

Its phase is about \(0.014\) rad, or \(+0.8^\circ\). The full formula gives \(\varphi=-66.7^\circ\), in agreement. Treating this film as lumped makes the inferred \(e\) 6.9 % too high, even though \(|ph|=0.13\) and \(|Y|h/k_f=0.016\). The small temperature difference across the film matters because the phase depends weakly on effusivity: \(0.8^\circ\) divided by \(11.87^\circ\) is already about 7 %. This figure assumes heating and probing exactly at the face. If both are weighted exponentially over a depth of 10 nm the bias is 5.0 %, and over 30 nm it is 2.6 %.

The numerical output below includes solutions of the discretized heat equation, which locate the crossing at \(\omega_0\) and reproduce the lag in real time.

## Computed values

```
film thickness: 100 nm
film heat capacity: 2.50 MJ m^-3 K^-1
film conductivity: 100 W m^-1 K^-1
substrate conductivity: 1.60 W m^-1 K^-1
substrate heat capacity: 2.50 MJ m^-3 K^-1
flux amplitude: 10.0 MW m^-2
areal heat capacity C: 0.250 J m^-2 K^-1
effusivity e: 2000.0 W s^0.5 m^-2 K^-1
special angular frequency: 6.4000e+07 rad s^-1
special frequency: 10.186 MHz
crossing found numerically: 6.4001e+07 rad s^-1
phase from formula: -67.500 deg
phase from finite volumes: -67.500 deg
phase from time-domain lock-in: -67.496 deg
temperature amplitude: 0.3382 K
time lag: 18.41 ns
storage flux / absorbed flux: 0.5412
substrate flux / absorbed flux: 0.5412
substrate length L: 100.0 nm
substrate capacity within L: 0.250 J m^-2 K^-1
film length sqrt(kf/(cf w)): 791 nm
film |p h|: 0.1265
film |Y| h/kf: 0.0160
phase at 0.01 times special frequency: -48.78 deg
phase at 0.1 times special frequency: -55.36 deg
phase at 1 times special frequency: -67.50 deg
phase at 10 times special frequency: -79.64 deg
phase at 100 times special frequency: -86.22 deg
phase slope per unit ln w: -5.933 deg
phase slope per unit ln e: 11.866 deg
assumed phase error: 0.50 deg
e error, phase read too high: 4.30 %
e error, phase read too low: -4.13 %
interface conductance G: 100 MW m^-2 K^-1
r = e sqrt(w)/G: 0.160
phase with this interface: -66.124 deg
apparent e, interface ignored: 2246.2 W s^0.5 m^-2 K^-1
bias from ignored interface: 12.31 %
phase with interface r = 0.5: -65.626 deg
phase with interface r = 1: -67.500 deg
phase with interface r = 2: -72.403 deg
G giving r = 1: 16.0 MW m^-2 K^-1
phase with finite film conductivity: -66.710 deg
apparent e, film lumped: 2137.8 W s^0.5 m^-2 K^-1
bias from lumping the film: 6.89 %
```
